# Anomalous scaling of a growing line smoothed by surface diffusion

In the linear model below, with arrival noise alone, the mean-square height difference between two points 2 nm apart rises from 0.104 nm² at 225 s to 0.229 nm² at 3600 s. Yet the lateral correlation length is already 4.6 nm at the earlier time, so one might expect a 2 nm segment to have reached a steady state. If the best straight line is subtracted in each 2 nm window, the remaining variance hardly changes: 0.00031 nm² becomes 0.00032 nm². The roughness about the fitted line stays nearly constant while the tilt grows.

## Model and conventions

Let $h(x,t)$ be the height of a line in the frame moving with its mean, flat at $t=0$, with

$$\partial_t h=-K\,\partial_x^4h+\eta,\qquad \langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t').$$

Here $\langle\eta\rangle=0$ and $K>0$. The equation is linear and neglects finite-slope terms, whose size is estimated in the last section. In SI units $K$ is in m⁴/s and $D$ in m³/s; the example uses nm and s.

The example is a line in the literal sense: an atomic step on Mo(110) advancing in step-flow epitaxy, with $h$ its position within the terrace plane. The arrival rate is taken to be independent of the step's shape. In a real train of steps it is not, and the section on capture shows why the numbers below illustrate the line equation rather than predict the roughness of such a train. Diffusion along the edge conserves $h$. The atom current runs down the gradient of the edge chemical potential, which is proportional to $-\partial_x^2h$, and the divergence of that current gives the fourth derivative.

Arriving atoms supply the noise. On a length $\Delta x$, in a time $\Delta t$, the mean number of arrivals is $V\Delta x\Delta t/A$, where $V$ is the step speed and $A$ the area per atom. For independent arrivals this is also the variance. Each atom advances the segment by $A/\Delta x$, so the variance of the advance is $AV\Delta t/\Delta x$. Averaging $\eta$ over the same cell gives $2D\Delta t/\Delta x$. Hence $2D=AV$. With $A=0.0702$ nm² and $V=0.50$ nm/s, $D=0.0175$ nm³/s. The choice $K=1.0$ nm⁴/s gives $D/K=0.01754$ nm⁻¹.

## Spectrum, width and slope

Write $h=\int (dk/2\pi)\,h_k e^{ikx}$. Four derivatives give $k^4$, so

$$h_k(t)=\int_0^t e^{-Kk^4(t-s)}\eta_k(s)\,ds.$$

Since $\langle\eta_k(s)\eta_{k'}^*(s')\rangle=2D\,2\pi\delta(k-k')\delta(s-s')$, the spectrum $S$, defined by $\langle h_kh_{k'}^*\rangle=2\pi\delta(k-k')S$, is

$$S(k,t)=2D\int_0^t e^{-2Kk^4(t-s)}ds=\frac{D}{Kk^4}\left(1-e^{-2Kk^4t}\right).$$

Define $\xi=(2Kt)^{1/4}$ and $u=k\xi$, so that $2Kk^4t=u^4$. Modes with $k\gg1/\xi$ are stationary; those with $k\ll1/\xi$ still have $S\simeq2Dt$.

On an infinite line the squared width is

$$W^2=\frac1\pi\int_0^\infty S\,dk=\frac{D\xi^3}{\pi K}\int_0^\infty\frac{1-e^{-u^4}}{u^4}du.$$

Integrate by parts. The boundary term $-(1-e^{-u^4})/(3u^3)$ vanishes at both ends, leaving $\frac43\int_0^\infty e^{-u^4}du$. With $v=u^4$ this last integral is $\Gamma(1/4)/4=\Gamma(5/4)$, so

$$W^2=\frac{\Gamma(1/4)}{3\pi}\frac{D\xi^3}{K}\propto t^{3/4}.$$

The mean-square slope $s^2=\langle(\partial_xh)^2\rangle$ has an extra factor $k^2$:

$$s^2=\frac{D\xi}{\pi K}\int_0^\infty\frac{1-e^{-u^4}}{u^2}du
=\frac{D\xi}{\pi K}\,4\int_0^\infty u^2e^{-u^4}du.$$

The boundary term again vanishes. Since $u^2du=\frac14v^{-1/4}dv$,

$$\boxed{s^2=\frac{\Gamma(3/4)}{\pi}\frac{D}{K}(2Kt)^{1/4}}$$

The mean-square slope grows as $t^{1/4}$ and the rms slope as $t^{1/8}$. At 3600 s, $\xi=9.21$ nm and

$$s^2=\frac{1.2254\times0.01754\times9.212}{\pi}=0.0630,$$

an rms slope of 0.25. The width is $W=2.30$ nm.

Long waves carry most of this slope. Because $S\le D/(Kk^4)$, modes with $k>q$ contribute at most $D/(\pi Kq)$, which is a fraction $1/[\Gamma(3/4)q\xi]$ of $s^2$. For $q=10/\xi$ that is about 8%.

## Height differences over a short distance

Let $G(l,t)=\langle[h(x+l)-h(x)]^2\rangle$. Each mode acquires the factor $|e^{ikl}-1|^2=2(1-\cos kl)$, so

$$G=\frac{2D}{\pi K}\int_0^\infty\frac{1-\cos kl}{k^4}\left(1-e^{-2Kk^4t}\right)dk.$$

Write $1-\cos u=u^2/2-r(u)$, with $r(u)=\cos u-1+u^2/2$. The quadratic part gives $s^2l^2$. Splitting the remainder into its stationary and transient parts,

$$G=s^2l^2-\frac{2D}{\pi K}\int_0^\infty\frac{r(kl)}{k^4}dk+\frac{2D}{\pi K}\int_0^\infty\frac{r(kl)}{k^4}e^{-2Kk^4t}dk.$$

In the first integral put $u=kl$, which takes out $l^3$, and integrate by parts three times. All boundary terms vanish:

$$\int_0^\infty\frac{r}{u^4}du=\frac13\int_0^\infty\frac{u-\sin u}{u^3}du=\frac16\int_0^\infty\frac{1-\cos u}{u^2}du=\frac16\int_0^\infty\frac{\sin u}{u}du=\frac{\pi}{12}.$$

For the second integral, $r''=1-\cos u\ge0$ and $r''''=\cos u\le1$, while $r$ and its first three derivatives vanish at zero. Hence $0\le r\le u^4/24$. With $\int_0^\infty e^{-2Kk^4t}dk=\Gamma(5/4)/\xi$,

$$0\le G-\left(s^2l^2-\frac{Dl^3}{6K}\right)\le\frac{\Gamma(5/4)Dl^4}{12\pi K\xi}.$$

The upper limit is also the next term of the expansion for $l\ll\xi$, because $r\simeq u^4/24$ there; the following term is of order $Dl^6/(K\xi^3)$.

Thus $\sqrt G\simeq s\,l\propto l\,t^{1/8}$, and the local roughness exponent is 1. At finite $l/\xi$ the cubic term lowers the measured exponent to about $1-\pi l/[12\Gamma(3/4)\xi]$. Between $0.02\,\xi$ and $0.04\,\xi$ the numerical integral gives 0.994.

At $l=2$ nm and 3600 s the three terms are $0.2521-0.0234+0.0007=0.2294$ nm², the value from direct integration. Over the factor of 16 in time, $s^2$ doubles but $G$ rises by 2.2, because the negative cubic term does not grow.

For $l\gg\xi$ the cosine averages out and $G\to2W^2$.

## Removing the tilt

A window of length $l$ has mean variance

$$w^2=\frac1{2l^2}\int_0^l\!\!\int_0^lG(|x-y|)\,dx\,dy=\frac1{l^2}\int_0^l(l-r)G(r)\,dr.$$

A term $r^n$ in $G$ contributes $l^n/[(n+1)(n+2)]$. Therefore, to this order,

$$w^2\simeq\frac{s^2l^2}{12}-\frac{Dl^3}{120K}+\frac{\Gamma(5/4)Dl^4}{360\pi K\xi}.$$

Now subtract the least-squares line. Measure $y$ from the window centre and let $\phi=\sqrt{12/l^3}\,y$, which is normalized and has zero mean. The fitted slope removes the variance $\langle p^2\rangle/l$, with $p=\int\phi h\,dy$. Since $\langle h(y)h(y')\rangle=W^2-G/2$ and the constant drops out,

$$\frac{\langle p^2\rangle}{l}=-\frac6{l^4}\iint yy'G(|y-y'|)\,dy\,dy'.$$

For $G=r^n$, use $m=(y+y')/2$ and $r=|y-y'|$, so that $yy'=m^2-r^2/4$ and $|m|\le(l-r)/2$. In units of $l$ the double integral is

$$J_n=2\int_0^1r^n\left[\frac{(1-r)^3}{12}-\frac{r^2(1-r)}4\right]dr.$$

This gives $J_1=-1/60$, $J_2=-1/72$, $J_3=-3/280$ and $J_4=-1/120$. The residual coefficient is $1/[(n+1)(n+2)]+6J_n$:

- $n=1$: $1/6-1/10=1/15$
- $n=2$: $1/12-1/12=0$
- $n=3$: $1/20-9/140=-1/70$
- $n=4$: $1/30-1/20=-1/60$

The tilt term disappears, and multiplying by the coefficients of $G$ leaves

$$w_{\rm res}^2\simeq\frac{Dl^3}{420K}-\frac{\Gamma(5/4)Dl^4}{720\pi K\xi}.$$

The leading term is stationary and has roughness exponent 3/2. The same surface therefore yields a local exponent of 1 from raw windows and 3/2 from detrended ones. Any reported exponent must state which was used. For the 2 nm window the leading value is 0.000334 nm². The correction shrinks as $1/\xi$, which accounts for the slow rise noted at the start.

## Finite length and the global exponent

On a ring of length $L$, $k=2\pi n/L$ and $\int dk/2\pi$ becomes $L^{-1}\sum_n$. The $n=0$ mode never saturates, since its variance is $2Dt/L$, so the width is measured about the instantaneous mean. At late times $S=D/(Kk^4)$, and

$$W_{\rm sat}^2=\frac{2D}{KL}\left(\frac L{2\pi}\right)^4\sum_{n\ge1}\frac1{n^4}=\frac{DL^3}{720K},$$

$$s_{\rm sat}^2=\frac{2D}{KL}\left(\frac L{2\pi}\right)^2\sum_{n\ge1}\frac1{n^2}=\frac{DL}{12K},$$

using the sums $\pi^4/90$ and $\pi^2/6$. So $W_{\rm sat}\propto L^{3/2}$.

For the height differences set $z=l/L$ and $F(z)=\sum_{n\ge1}[1-\cos(2\pi nz)]/n^4$. Then $F''=4\pi^2\sum\cos(2\pi nz)/n^2$. The function $z^2-z+1/6$ has zero mean on $[0,1]$ and cosine coefficients $1/(\pi^2n^2)$, so $F''=4\pi^4(z^2-z+1/6)$. Integrating twice with $F(0)=F'(0)=0$ gives $F=\pi^4z^2(1-z)^2/3$, and

$$G_{\rm sat}=\frac{4D}{KL}\left(\frac L{2\pi}\right)^4F=\frac{D\,l^2(L-l)^2}{12KL}.$$

For $l\ll L$ this is $s_{\rm sat}^2l^2$: local exponent 1 and global exponent 3/2 on one stationary surface. During growth, $\xi$ plays the role of $L$. With dynamic exponent 4, the excess time exponent of $\sqrt G$ is $(3/2-1)/4=1/8$. The spectrum itself shows no anomaly in amplitude: its $k^{-4}$ tail is independent of time.

For $L=100$ nm the saturated width is 4.9 nm and the rms slope 0.38. The slowest mode's variance relaxes in $1/[2K(2\pi/L)^4]=3.2\times10^4$ s, so at 3600 s such a step is still far from saturation.

## Implementation

On a ring write $h=\sum_na_ne^{ik_nx}$. The mode solution gives an update valid for any time step:

$$a_n(t+\Delta t)=e^{-Kk_n^4\Delta t}a_n(t)+b_n,\qquad\langle|b_n|^2\rangle=S(k_n,\Delta t)/L.$$

Set $a_{-n}=a_n^*$. For $n>0$, apart from the highest mode of an even grid, the real and imaginary parts of $b_n$ are independent Gaussians, each with half the variance. For $n=0$, $b_0$ is real with variance $2D\Delta t/L$. Choose $L\gg\xi$ to represent an infinite line.

A grid of spacing $\Delta x$ omits $k>\pi/\Delta x$ and so loses at most $D\Delta x/(\pi^2K)$ of $s^2$. For $\Delta x=0.5$ nm this is 0.0009, or 1.4% of $s^2$ at 3600 s.

A simulation with Poisson arrivals instead of Gaussian noise used 600 rings of 256 cells, each 0.5 nm wide. The $n=0$ mode was kept, because the infinite-line width includes such long waves; measuring about each ring's own mean would lower $W^2$ by $2Dt/L\simeq1.0$ nm². At 3600 s the simulation gave $s^2=0.0626\pm0.0008$ and $W^2=5.29\pm0.11$ nm², against 0.0630 and 5.27 nm² from the formulas. This supports both the noise strength $AV/2$ and the scaling amplitudes.

## Thermal noise on the step

Edge diffusion also brings thermal fluctuations. For step stiffness $\beta$ the energy is $(\beta/2)\int(\partial_xh)^2dx$, and equipartition gives $S_{\rm th}=k_BT/(\beta k^2)$. Then

$$G_{\rm th}=\frac{2k_BT}{\pi\beta}\int_0^\infty\frac{1-\cos kl}{k^2}dk=\frac{k_BT}{\beta}l.$$

This is ordinary scaling: the exponent is 1/2, and a short segment does reach a stationary state. Starting from a flat step, $G_{\rm th}$ approaches this value from below.

At 900 K, $k_BT=0.0776$ eV. With $\beta=2.0$ eV/nm, $G_{\rm th}$ is at most 0.078 nm² at 2 nm, or 34% of the growth part at 3600 s. With this equilibrium value added at both times, the total $G$ rises by a factor of about 1.7 instead of 2.2. At 3600 s, thermal noise exceeds $s^2l^2$ below about 0.6 nm. A slope measured between neighbouring atoms will therefore not show a clean $t^{1/4}$ law; fit the time-dependent part of $G$ at fixed $l$, allowing for the small rise of $G_{\rm th}$ after a flat start.

Detrending is affected more strongly. The $n=1$ coefficient gives a thermal residual of $0.0776/15=0.0052$ nm², about 16 times the growth residual. The two leading terms become equal at $l=\sqrt{28Kk_BT/(\beta D)}\simeq8$ nm, close to $\xi$. This step would therefore not display the detrended exponent 3/2 cleanly at 3600 s.

## Capture of atoms from the terraces

The example assumes arrivals that do not depend on the step's shape. Equal capture from both sides comes close to this, but only to first order in the displacements. Let the flux be $F$ layers per second, the terrace width $w$, the adatom diffusivity $D_s$ (taken as isotropic) and the coverage $\rho$, with $D_s\nabla^2\rho+F=0$. Displace the steps by $\epsilon e^{ikx}$, with phase difference $\theta$ between neighbours, and put $q=kw$. The coverage changes by $\epsilon f(z)e^{ikx}$, where $z$ now runs across the terrace and $f''=k^2f$.

For symmetric capture $\rho_0=Fz(w-z)/(2D_s)$. Requiring $\rho=0$ on the displaced steps gives $f(0)=-a$ and $f(w)=ae^{i\theta}$, with $a=Fw/(2D_s)$. The front and rear terraces change the step's growth rate by

$$-F+\frac{Fq}{2}\frac{e^{i\theta}+\cosh q}{\sinh q},\qquad
F-\frac{Fq}{2}\frac{\cosh q+e^{-i\theta}}{\sinh q}.$$

Their sum, $iFq\sin\theta/\sinh q$, is imaginary. It rotates the phase of a collective mode without changing its amplitude, so to first order the single-step variances above survive.

First order is not enough once noise has made the gaps unequal. For a wavy step between straight neighbours, with gap $w_f$ in front and $w_r$ behind, the same calculation gives the real growth rate

$$\frac{Fk}{2}\left[w_f\coth(kw_f)-w_r\coth(kw_r)\right].$$

It is positive when the front gap is wider and negative when it is narrower. For $F=0.05$ s⁻¹, gaps of 12 and 8 nm and $k=0.15$ nm⁻¹ it is 0.0115 s⁻¹, while edge diffusion damps the wave at only $Kk^4=0.0005$ s⁻¹. The gaps change with time, so this growth need not persist, but the feedback is not a small correction. The linear width and slope at 3600 s are therefore not predictions for this step train, even with symmetric capture.

If atoms enter only from the front terrace, $\rho_0=F(wz-z^2/2)/D_s$. For steps in phase, the displaced boundaries give $f(0)=-Fw/D_s$ and $f'(w)=F/D_s$. Solving for $f'(0)$ yields the rate

$$\omega=D_s[\rho_0''+f'(0)]=F\left(q\tanh q+\operatorname{sech}q-1\right)>0.$$

For $F=0.05$ s⁻¹, $w=10$ nm and $k=1/\xi$, $\omega t=84.5$ at 3600 s. Edge diffusion offsets only $Kk^4t=1/2$. The linear result then fails completely and the step meanders. Nearest-neighbour hops on a bcc(110) face make the diffusivity differ by a factor of 2 between the two principal directions. For a step along one of them, $\omega t$ becomes about 47 or 146, with the same conclusion.

## Relation to a real step

The lattice parameter is set to 0.315 nm as a model input; that of molybdenum is about 0.31 nm. The flux of 0.05 layers per second is also a model input. The values of $K$ and $\beta$ are model choices, not measured properties of Mo(110). The thermal comparisons depend directly on $\beta$: for a softer step with $\beta=0.3$ eV/nm, the equilibrium $G_{\rm th}$ at 2 nm would be 0.52 nm², more than twice the growth part at 3600 s. By a dimensional estimate with an attempt frequency of $10^{13}$ s⁻¹, $K$ implies an edge-emission barrier near 2.1 eV. Islands can start only where adatoms meet, which happens at a rate per area of about $D_s(\rho/A)^2$. On a symmetric terrace the mean of $\rho^2$ is $F^2w^4/(120D_s^2)$, so a square of side $w$ sees about $Fw^6/(120A^2D_s)$ encounters in the time $1/F$ of one layer. Keeping this number below 0.1 requires $D_s\gtrsim8\times10^5$ nm²/s, or an adatom barrier below about 0.95 eV with the same attempt frequency. The prefactor of the encounter rate is uncertain by a factor of a few; doubling it doubles the required $D_s$ and lowers the barrier limit by $k_BT\ln2\simeq0.05$ eV. The limit is also per layer: over the 180 layers of the run it still allows up to about 18 encounters per square. If every meeting gave a stable island, undisturbed step flow would need faster diffusion; pairs that break up before a third atom arrives relax this limit. Finite-slope corrections are not limited to order $s^2$. On a tilted edge the current carries a factor $[1+(\partial_xh)^2]^{-1/2}$. Averaged over short waves on a small mean slope $p$, this adds $p\langle(\partial_x^2h)^2\rangle$ to $\partial_x^3h$ in the current. With a smallest resolved length $\Delta x$, the mean-square curvature due to arrival noise is $D/(K\Delta x)$, so to lowest order in the slope long waves gain a growth rate of about $Dk^2/\Delta x$. Thermal curvature is larger, but in equilibrium it drives no mean current, so it is not included in this estimate. For $\Delta x=0.5$ nm the lowest-order rate is about three times $Kk^4$ at $k=1/\xi$ and 3600 s; with the slopes of the linear solution and the curvature variance held at its linear value, higher orders lower this to about twice. Short waves are damped more weakly on a tilted edge, which raises their curvature, so the ratio lies between two and three. The linear width and slope are therefore not quantitative predictions even for an isolated step with these inputs. In the linear model the terrace width is 3.1 times the rms gap change between independent neighbours, but with the feedback from unequal gaps this ratio does not show that contacts are rare. Thermal detachment to the terraces is left out. Perfectly symmetric capture is also a strong assumption: real steps can favour one side, and since the one-sided limit gives tens of e-folds of growth, even a preference of a few percent can matter. The $t^{1/4}$ law applies where the arrival rate does not depend on the shape of the line, $l\ll\xi\ll L$, the finite-slope terms are negligible, and the thermal part has been separated. For a step in a train, the first condition requires the growth rates caused by unequal gaps and unequal capture to stay well below $Kk^4$ at $k\simeq1/\xi$; the example does not meet it at 3600 s. The numerical output below lists the values at all three times.

## Table of computed values

```
Mo lattice parameter (rough): 0.315 nm
temperature: 900 K; kT: 0.0776 eV
flux: 0.05 ML/s; terrace width: 10 nm
area per atom A: 0.0702 nm^2
step speed V: 0.50 nm/s
noise strength D: 0.01754 nm^3/s
smoothing coefficient K: 1.0 nm^4/s
D/K: 0.01754 1/nm
stiffness: 2.0 eV/nm
window length l: 2.0 nm
time: 225 s; xi: 4.606 nm
  mean-square slope: 0.03151
  rms slope: 0.1775
  global rms width: 0.8120 nm
  G(l): 0.10412 nm^2
  window variance: 0.009382 nm^2
  after line removal: 0.0003096 nm^2
time: 900 s; xi: 6.514 nm
  mean-square slope: 0.04457
  rms slope: 0.2111
  global rms width: 1.3655 nm
  G(l): 0.15591 nm^2
  window variance: 0.013718 nm^2
  after line removal: 0.0003167 nm^2
time: 3600 s; xi: 9.212 nm
  mean-square slope: 0.06303
  rms slope: 0.2510
  global rms width: 2.2966 nm
  G(l): 0.22944 nm^2
  window variance: 0.019860 nm^2
  after line removal: 0.0003217 nm^2
leading detrended variance: 0.0003341 nm^2
time exponent of slope squared: 0.2500
time exponent of width squared: 0.7500
local exponent at 0.02-0.04 xi: 0.9938
global exponent, L=100 and 200 nm: 1.4999
simulated slope squared: 0.0626 +/- 0.0008
simulated width squared: 5.2921 +/- 0.1091 nm^2
simulated G(l): 0.2314 +/- 0.0033 nm^2
saturated rms width, L=100 nm: 4.936 nm
saturated rms slope, L=100 nm: 0.382
slowest variance decay time, L=100 nm: 32081 s
thermal G(l), upper size: 0.0776 nm^2
thermal/growth ratio at l: 0.338
thermal crossover length: 0.615 nm
one-sided capture, e-folds at k=1/xi: 84.5
terrace width / rms gap change: 3.08
minimum adatom diffusivity: 8.46e+05 nm^2/s
maximum adatom barrier (estimate): 0.95 eV
implied edge-emission barrier (estimate): 2.07 eV
```
